# Natural-orbital amplitudes of Hooke's atom and their signs

**Question**

I am working on Hooke's atom, two electrons in a harmonic well, with force constant \(k=1/4\) in hartree atomic units. I have the closed-form ground state and want its natural orbitals. Diagonalising the one-particle density matrix gives me occupations, but not the signs of the amplitudes in the pair expansion of the wave function. How do I compute the amplitudes with their signs? I have also been told that all the weakly occupied ones have sign opposite to the first. A finite table cannot establish that for infinitely many orbitals, so how is it proved?

**Answer**

Diagonalise the wave function itself, regarded as an integral kernel. Its eigenvalues are the signed amplitudes, and their signs follow from a property of the distance \(r_{12}\).

**The state**

The Hamiltonian is

\[
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+\tfrac18(r_1^2+r_2^2)+\frac1{r_{12}},
\]

and the spatial part of the singlet ground state is

\[
\Psi(1,2)=N\,G(r_1)G(r_2)\left(1+\tfrac12 r_{12}\right),\qquad G(r)=e^{-r^2/4}.
\]

To check it, set \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\) and \(\mathbf r=\mathbf r_1-\mathbf r_2\), so that \(r_1^2+r_2^2=2R^2+r^2/2\). Then

\[
H=\left[-\tfrac14\nabla_R^2+\tfrac14R^2\right]+\left[-\nabla_r^2+\tfrac1{16}r^2+\tfrac1r\right],
\]

and \(\Psi=N e^{-R^2/2}\,p\,e^{-r^2/8}\) with \(p=1+r/2\). Since \(\nabla_R^2e^{-R^2/2}=(R^2-3)e^{-R^2/2}\), the first bracket gives \(3/4\). For the second, use \(\nabla^2p=1/r\) and

\[
\nabla^2(p\,e^{-r^2/8})=e^{-r^2/8}\left[\tfrac1r-\tfrac r4+p\left(\tfrac{r^2}{16}-\tfrac34\right)\right].
\]

The second bracket acting on \(p\,e^{-r^2/8}\) therefore gives \(e^{-r^2/8}\) times

\[
-\tfrac1r+\tfrac r4+\tfrac34p+\tfrac pr
=\tfrac12+\tfrac r4+\tfrac34p=\tfrac54p .
\]

The total energy is \(3/4+5/4=2\) hartree. \(\Psi\) is positive, so it cannot be orthogonal to the positive ground state; it is the ground state.

The normalisation integral also separates:

\[
N^{-2}=\pi^{3/2}\,4\pi\int_0^\infty r^2\left(1+r+\tfrac{r^2}4\right)e^{-r^2/4}dr .
\]

The three terms of the radial integral are \(2\sqrt\pi\), \(8\) and \(3\sqrt\pi\), so \(N^{-2}=4\pi^{5/2}(8+5\sqrt\pi)\) and \(N=0.029112\) for \(N>0\).

**Amplitudes as eigenvalues**

The kernel \(\Psi(1,2)\) is real, symmetric and square integrable, so it has real orthonormal eigenfunctions:

\[
\int\Psi(1,2)\varphi_i(2)\,d^3r_2=g_i\varphi_i(1),\qquad
\Psi(1,2)=\sum_i g_i\varphi_i(1)\varphi_i(2).
\]

The spin-summed density matrix is

\[
2\int\Psi(1,2)\Psi(1',2)\,d^3r_2=2\sum_i g_i^2\varphi_i(1)\varphi_i(1').
\]

It contains the occupations \(2g_i^2\), but the signs are gone. The orbitals must be kept real, because replacing \(\varphi_i\) by \(i\varphi_i\) would reverse the sign of its amplitude. Reversing \(\Psi\) reverses every \(g_i\), so the relative signs are what matter.

**Partial-wave projection**

Let \(r_>\) and \(r_<\) be the larger and smaller of \(r_1,r_2\), with \(t=r_</r_>\) and \(x=\cos\theta_{12}\). Writing \(r_{12}=r_{12}^2/r_{12}\) and using the Legendre generating function gives

\[
\frac{r_{12}}{r_>}=(1+t^2-2tx)\sum_l t^lP_l(x).
\]

The recursion \((2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}\) shows that \(P_l\) arises from \(xP_{l-1}\) with weight \(l/(2l-1)\) and from \(xP_{l+1}\) with weight \((l+1)/(2l+3)\). Its coefficient is

\[
t^l\left(1-\frac{2l}{2l-1}\right)+t^{l+2}\left(1-\frac{2l+2}{2l+3}\right).
\]

Hence \(r_{12}=\sum_l f_lP_l(x)\), with

\[
f_l(r_1,r_2)=r_>\left[\frac{t^{l+2}}{2l+3}-\frac{t^l}{2l-1}\right].
\]

Now put \(\varphi=(u(r)/r)Y_{lm}\) with real spherical harmonics, for which \(P_l(x)=\frac{4\pi}{2l+1}\sum_mY_{lm}(1)Y_{lm}(2)\). The angular integral selects one \(l,m\). Multiplying the result by \(r\) gives

\[
\int_0^\infty A_l(r,r')u(r')\,dr'=g\,u(r),
\]

\[
A_l(r,r')=\frac{4\pi N}{2l+1}\,rr'G(r)G(r')\left[\delta_{l0}+\tfrac12f_l(r,r')\right].
\]

Each eigenvalue belongs to \(2l+1\) orbitals. With quadrature nodes \(r_i\) and weights \(w_i\), the vector \(v_i=\sqrt{w_i}\,u(r_i)\) obeys the symmetric matrix problem

\[
\sum_j\sqrt{w_i}\,A_l(r_i,r_j)\sqrt{w_j}\,v_j=g\,v_i .
\]

**What the diagonalisation gives**

I used 400 Gauss-Legendre nodes on \(0\le r\le12\) bohr. The index \(n\) orders the amplitudes by magnitude within each \(l\).

| \(l\) | \(n=1\) | \(n=2\) | \(n=3\) |
|---|---:|---:|---:|
| 0 | +0.9870606 | −0.0353857 | −0.0037388 |
| 1 | −0.0887438 | −0.0064669 | −0.0014107 |
| 2 | −0.0106510 | −0.0020665 | −0.0006441 |
| 3 | −0.0030457 | −0.0008809 | −0.0003390 |

The leading radial functions \(R_{ln}=u/r\), in bohr\(^{-3/2}\), are:

| \(r\)/bohr | \(R_{01}\) | \(R_{02}\) | \(R_{11}\) |
|---:|---:|---:|---:|
| 0.5 | 0.7227 | 1.4158 | 0.3395 |
| 1.0 | 0.6281 | 0.7279 | 0.5198 |
| 2.0 | 0.3442 | −0.1841 | 0.3817 |
| 3.0 | 0.1166 | −0.1766 | 0.1246 |
| 4.0 | 0.0237 | −0.0475 | 0.0227 |

The first orbital holds \(2(0.98706)^2=1.9486\) electrons, leaving \(0.0514\) for all the others. The three leading p orbitals hold \(3\times2(0.088744)^2=0.0473\) of that.

**Proof of the signs**

Start with a representation of distance. The average of \(\cos(\mathbf k\cdot\mathbf r)\) over directions of \(\mathbf k\) is \(\sin(kr)/(kr)\), so with \(t=kr\) (a new use of \(t\))

\[
\int\frac{1-\cos(\mathbf k\cdot\mathbf r)}{k^4}d^3k
=4\pi r\int_0^\infty\frac{t-\sin t}{t^3}dt=\pi^2r .
\]

The last integral is \(\pi/4\): two integrations by parts, whose boundary terms vanish, turn it into \(\frac12\int_0^\infty(1-\cos t)t^{-2}dt\) and then \(\frac12\int_0^\infty(\sin t)/t\,dt\).

For a real square-integrable \(\varphi\), let \(h=G\varphi\) and consider

\[
Q[\varphi]=\iint\varphi(1)\Psi(1,2)\varphi(2)
=N\left(\int h\right)^2+\frac N2\iint h(1)r_{12}h(2).
\]

Suppose \(\int h=0\). The Gaussian makes \(\iint|h(1)|r_{12}|h(2)|\) finite, so the order of integration may be changed. The constant 1 in \(1-\cos\) contributes nothing, and the cosine gives \(|\hat h(\mathbf k)|^2\), where \(\hat h\) is the Fourier transform of \(h\). Therefore

\[
Q[\varphi]=-\frac{N}{2\pi^2}\int\frac{|\hat h(\mathbf k)|^2}{k^4}d^3k<0
\qquad\text{if }\int G\varphi=0,\ \varphi\ne0 .
\]

The inequality is strict because \(\hat h=0\) would imply \(h=0\), and \(G\) has no zeros.

Suppose two orthonormal eigenfunctions \(a,b\) had amplitudes \(g_a,g_b\ge0\). Some nonzero combination \(c=\alpha a+\beta b\) satisfies the single condition \(\int Gc=0\), which requires \(Q[c]<0\). But \(Q[c]=\alpha^2g_a+\beta^2g_b\ge0\), a contradiction. So at most one amplitude is non-negative. At least one is positive, because \(\Psi>0\) and \(G>0\) give \(Q[G]>0\). Thus one amplitude is positive and every other is strictly negative. For \(l\ge1\), \(\int G\varphi\) vanishes by angular integration, so the positive amplitude has \(l=0\).

It remains to show that the positive amplitude, \(g_1\), is the largest in magnitude. It is the maximum of \(Q\) over normalised functions. Since \(\Psi>0\), \(Q[|\varphi_1|]\ge Q[\varphi_1]\), with equality only if \(\varphi_1\) has one sign. Equality must hold at the maximum, so \(\varphi_1\) can be chosen non-negative, and its eigenvalue equation then makes it positive. Every other orbital is orthogonal to it and changes sign. Cancellation in \(Q\) then gives

\[
|g_i|=|Q[\varphi_i]|<Q[|\varphi_i|]\le g_1 .
\]

This proves the claim for the complete infinite set. Since no amplitude is zero, the expansion does not terminate.

**What the signs do physically**

At coincidence each weak term contributes \(-|g_i|\varphi_i(\mathbf r)^2\), which lowers the pair amplitude. A leading p term (\(n=1\), with no radial node) lowers it when the electrons are on the same side of the nodal plane and raises it when they are on opposite sides. The second s orbital has a node at 1.644 bohr and does the same for inner and outer regions.

The total reduction follows from the trace. The kernel \(g_1\varphi_1(1)\varphi_1(2)-\Psi(1,2)=\sum_{i>1}|g_i|\varphi_i(1)\varphi_i(2)\) is continuous and has no negative eigenvalue, so its trace is the integral of its diagonal (Mercer's theorem), and

\[
g_1-\sum_{i>1}|g_i|=\int\Psi(\mathbf r,\mathbf r)d^3r
=N(2\pi)^{3/2}=0.4585054 .
\]

The weak magnitudes thus sum to \(0.9870606-0.4585054=0.5285552\). Waves through \(l=12\) supply \(0.5003724\) of this, although they miss only \(6.7\times10^{-8}\) of the unit norm. Small occupations can still matter at coincidence because the amplitudes add linearly.

**A regularity in the orbital sizes**

The computed rms radius is 2.0000 bohr for every listed orbital with \(l\ge1\). Scaling explains it. The normalised trial function \(\sqrt\lambda\,u(\lambda r)\) must make the quadratic form of \(A_l\) stationary at \(\lambda=1\). After the change of variables \(x=\lambda r\), \(x'=\lambda r'\), the form is

\[
q(\lambda)=\lambda^{-1}\iint u(x)A_l(x/\lambda,x'/\lambda)u(x')\,dx\,dx'.
\]

For \(l\ge1\), \(rr'f_l\) is homogeneous of degree 3, which supplies \(\lambda^{-3}\), and the Gaussians become \(e^{-(x^2+x'^2)/(4\lambda^2)}\). Differentiating at \(\lambda=1\) gives

\[
0=-4g+g\langle r^2\rangle,\qquad\text{so}\qquad\langle r^2\rangle=4\ \text{bohr}^2 .
\]

For \(l=0\) the constant 1 in the correlation factor has degree 2 instead of 3, and the same derivative gives

\[
\langle r^2\rangle=4-\frac{4\pi N}{g}\left(\int_0^\infty rG\,u\,dr\right)^2 .
\]

The positive amplitude therefore has the more compact orbital, with rms radius 1.8816 bohr, while the second s orbital has 2.0339 bohr.

**Where the argument stops**

The proof uses the factor \(1+\frac12r_{12}\), and works for \(1+cr_{12}\) with any \(c>0\) and a positive Gaussian \(G\). It does not cover a general force constant or a general atom, whose correlation factors need not have this form.

Orthogonality alone does not fix the signs. Replace the factor by \(e^{-r_{12}/2}\), as a comparison function and not as a state of this Hamiltonian. With \(\alpha=1/2\), its Fourier transform is

\[
\frac{4\pi}{k}\int_0^\infty r e^{-\alpha r}\sin(kr)\,dr
=\frac{8\pi\alpha}{(\alpha^2+k^2)^2}>0 .
\]

The quadratic form is then positive for every nonzero \(\varphi\), and all amplitudes are positive. The numerical check confirms both sign patterns on random points in space, without using partial waves.

## Computed values

```
Hooke's atom, hartree atomic units
force constant k = 0.25 a.u.
mean local energy = 2.000000 hartree
normalisation N = 0.02911218 a.u.
l n  amplitude g  occupation 2g^2  rms r/bohr  nodes
0 1  +0.9870606  1.9486e+00  1.8816  0
0 2  -0.0353857  2.5043e-03  2.0339  1
0 3  -0.0037388  2.7957e-05  2.0103  2
0 4  -0.0009409  1.7707e-06  2.0054  3
1 1  -0.0887438  1.5751e-02  2.0000  0
1 2  -0.0064669  8.3642e-05  2.0000  1
1 3  -0.0014107  3.9803e-06  2.0000  2
1 4  -0.0004728  4.4706e-07  2.0000  3
2 1  -0.0106510  2.2689e-04  2.0000  0
2 2  -0.0020665  8.5412e-06  2.0000  1
2 3  -0.0006441  8.2980e-07  2.0000  2
2 4  -0.0002606  1.3587e-07  2.0000  3
3 1  -0.0030457  1.8553e-05  2.0000  0
3 2  -0.0008809  1.5521e-06  2.0000  1
3 3  -0.0003390  2.2978e-07  2.0000  2
3 4  -0.0001561  4.8737e-08  2.0000  3
radial functions R = u/r in bohr^(-3/2), labels (l,n)
r/bohr   (0,1)    (0,2)    (1,1)    (2,1)
0.5  +0.72266 +1.41582 +0.33949 +0.16705
1.0  +0.62807 +0.72789 +0.51983 +0.44406
2.0  +0.34423 -0.18414 +0.38168 +0.40701
3.0  +0.11660 -0.17663 +0.12459 +0.11558
4.0  +0.02370 -0.04749 +0.02269 +0.01722
5.0  +0.00287 -0.00653 +0.00244 +0.00154
node of orbital (0,2) = 1.64398 bohr
sum over n of g, l=0: +0.9462846
sum over n of g, l=1: -0.0975558
sum over n of g, l=2: -0.0139365
sum over n of g, l=3: -0.0046455
trace of all amplitudes = 0.4585054
sum of all weak |g| = 0.5285552
weak |g| sum through l=12: 0.5003724
weak |g| sum beyond l=12: 0.0281828
total weak occupation = 0.0514228 electrons
norm missing beyond l=12: 6.72e-08
resolved radial g > 0: 1; g < 0: 2277
zero-integral test form, real space = -0.1031066 bohr
same form, Fourier space = -0.1031066 bohr
random points: g > 0: 1; g < 0: 249
factor exp(-r12/2): g > 0: 250; g < 0: 0
largest grid change in listed g = 1.6e-09
3D orbital-equation error = 3.1e-09 bohr^(-3/2)
```
